# Bragg-Mirror Cavities by Transfer Matrices: Resonances, Finesse and Normalized Field: test program

```python
"""Planar Bragg-mirror cavity at normal incidence, lossless layers.

Result under test: with mirror penetration depths L_j=(c/2n_c) dphi_j/domega
and L_eff=L+L_1+L_2, the local free spectral range is pi*c/(n_c*L_eff), the
width is that range divided by the finesse, and a mode with integral n^2 f^2 dz=1
has the spacer antinode f^2=2/(n_c^2*L_eff).
n_c, L: spacer index and length; phi_j: mirror reflection phase; f: mode field.
Energies are in eV and lengths in angstrom. Layers are (index, thickness) pairs.
Field vectors are (E, E'/k), with time factor exp(-i omega t).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

HBAR_C = const.hbar * const.c / const.e * 1e10
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
HARTREE = const.physical_constants["Hartree energy in eV"][0]

e0, n_high, n_low, n_c, n_out, pairs = 2.0, 2.2, 1.5, 1.6, 1.0, 8
area = 1e8
wavelength = 2 * np.pi * HBAR_C / e0
high = (n_high, wavelength / (4 * n_high))
low = (n_low, wavelength / (4 * n_low))
OPEN_END = (1.0, 1j * n_out)
METAL_END = (0.0, 1.0)


def layer_matrix(index, thickness, energy):
    delta = index * thickness * energy / HBAR_C
    c, s = np.cos(delta), np.sin(delta)
    return np.array([[c, s / index], [-index * s, c]])


def back_propagate(layers, end, energy):
    vector = np.array(end, dtype=complex)
    for index, thickness in reversed(layers):
        vector = layer_matrix(index, -thickness, energy) @ vector
    return vector


def reflection(mirror, energy, end=OPEN_END, index=n_c):
    """Mirror layers are listed from the spacer outward."""
    v = back_propagate(mirror, end, energy)
    return (1j * index * v[0] - v[1]) / (1j * index * v[0] + v[1])


def penetration(mirror, energy, end=OPEN_END, index=n_c):
    h = 1e-4 * energy
    ratio = (reflection(mirror, energy + h, end, index)
             / reflection(mirror, energy - h, end, index))
    return HBAR_C * np.angle(ratio) / (2 * h) / (2 * index)


def assemble(left, length, right):
    return left[::-1] + [(n_c, length)] + right


def incident(layers, energy):
    """Incident amplitude that gives unit transmitted amplitude."""
    v = back_propagate(layers, OPEN_END, energy)
    return (v[0] + v[1] / (1j * n_out)) / 2


def transmission(layers, energy):
    return 1 / abs(incident(layers, energy)) ** 2


def phase_resonance(left, length, right, end=OPEN_END):
    def phase(energy):
        return np.angle(reflection(left, energy, end)
                        * reflection(right, energy, end)
                        * np.exp(2j * n_c * length * energy / HBAR_C))
    return brentq(phase, 0.95 * e0, 1.05 * e0, xtol=1e-13)


def complex_pole(layers, guess):
    """Secant search for a complex zero of the incident amplitude."""
    x0, x1 = guess, guess * (1 + 1e-6)
    f0, f1 = incident(layers, x0), incident(layers, x1)
    for _ in range(40):
        if f1 == f0:
            break
        x2 = x1 - f1 * (x1 - x0) / (f1 - f0)
        x0, f0, x1 = x1, f1, x2
        f1 = incident(layers, x1)
        if abs(x1 - x0) < 1e-13:
            break
    assert abs(x1 - x0) < 1e-10
    return x1


def grid_mode(layers, target):
    """Metal-walled cavity mode from finite differences on a fitted grid."""
    steps, eps = [], []
    for index, thickness in layers:
        count = 2 * int(round(160 * index * thickness / wavelength))
        steps += [thickness / count] * count
        eps += [index ** 2] * count
    steps, eps = np.array(steps), np.array(eps)
    weight = (steps[:-1] * eps[:-1] + steps[1:] * eps[1:]) / 2
    diagonal = (1 / steps[:-1] + 1 / steps[1:]) / weight
    off = -1 / steps[1:-1] / np.sqrt(weight[:-1] * weight[1:])
    k0sq = (e0 / HBAR_C) ** 2
    values, vectors = eigh_tridiagonal(diagonal / k0sq, off / k0sq, select="v",
                                       select_range=(0.9 ** 2, 1.1 ** 2))
    energies = e0 * np.sqrt(values)
    pick = np.argmin(abs(energies - target))
    field = vectors[:, pick] / np.sqrt(weight)
    return energies[pick], np.cumsum(steps)[:-1], field, weight, steps


# Mirror reflectivity, stop band and penetration depth
mirror = [high, low] * pairs + [high]
r0 = reflection(mirror, e0)
refl = abs(r0) ** 2
admittance = (n_high / n_low) ** (2 * pairs) * n_high ** 2 / n_out
assert abs(refl - ((admittance - n_c) / (admittance + n_c)) ** 2) < 1e-10
assert abs(r0 + abs(r0)) < 1e-9
half_band = 2 * e0 / np.pi * np.arcsin((n_high - n_low) / (n_high + n_low))


def half_trace(energy):
    return np.trace(layer_matrix(*low, energy) @ layer_matrix(*high, energy)) / 2


for edge in (e0 - half_band, e0 + half_band):
    assert abs(half_trace(edge) + 1) < 1e-9
assert half_trace(e0) < -1
pen_limit = wavelength / (4 * (n_high - n_low))
pen_low = wavelength * n_high * n_low / (4 * n_c ** 2 * (n_high - n_low))
assert abs(penetration([high, low] * 25, e0) / pen_limit - 1) < 1e-5
assert abs(penetration([high, low] * 25, e0, index=1.2) / pen_limit - 1) < 1e-5
assert abs(penetration([low, high] * 25, e0) / pen_low - 1) < 1e-5
pen = penetration(mirror, e0)
assert abs(pen / pen_limit - 1) < 0.02

# Half-wave cavity: width, finesse and driven field
length = wavelength / (2 * n_c)
l_eff = length + 2 * pen
fsr = np.pi * HBAR_C / (n_c * l_eff)
finesse = np.pi * np.sqrt(refl) / (1 - refl)
gamma = fsr / finesse
cavity = assemble(mirror, length, mirror)
assert abs(transmission(cavity, e0) - 1) < 1e-8
upper = brentq(lambda e: transmission(cavity, e) - 0.5, e0, e0 + 3 * gamma,
               xtol=1e-13)
lower = brentq(lambda e: transmission(cavity, e) - 0.5, e0 - 3 * gamma, e0,
               xtol=1e-13)
fwhm = upper - lower
pole = complex_pole(cavity, e0 - 0.4j * gamma)
assert abs(fwhm / gamma - 1) < 1e-3
assert abs(-2 * pole.imag / gamma - 1) < 2e-3


def centre_intensity(energy):
    right_half = [(n_c, length / 2)] + mirror
    field = back_propagate(right_half, OPEN_END, energy)[0]
    return abs(field / incident(cavity, energy)) ** 2


enhancement = centre_intensity(e0)
assert abs(enhancement * n_c / n_out * (1 - abs(r0)) / (1 + abs(r0)) - 1) < 1e-7

# Spectral weight of the leaky mode from normalized scattering states
f2_max = 2 / (n_c ** 2 * l_eff)
span = 20
integral = quad(lambda e: centre_intensity(e) / (np.pi * n_out * HBAR_C),
                e0 - span * gamma, e0 + span * gamma, points=[e0],
                epsabs=0, epsrel=1e-7, limit=200)[0]
window_share = 2 / np.pi * np.arctan(2 * span)
f2_spectral = integral / window_share
assert abs(f2_spectral / f2_max - 1) < 3e-3

# Unlike, detuned, metal-backed mirrors: exact normalization identity
left, right = [high, low] * 3, [low, high] * 4 + [low]
mixed_length = 1.05 * 3 * wavelength / (4 * n_c)
mixed_energy = phase_resonance(left, mixed_length, right, METAL_END)
mixed_eff = (mixed_length + penetration(left, mixed_energy, METAL_END)
             + penetration(right, mixed_energy, METAL_END))
grid_energy, z, f, weight, steps = grid_mode(
    assemble(left, mixed_length, right), mixed_energy)
start = sum(d for _, d in left)
inside = (z > start) & (z < start + mixed_length)
mixed_f2 = max(f[inside] ** 2)
assert abs(grid_energy / mixed_energy - 1) < 1e-4
assert abs(mixed_f2 * n_c ** 2 * mixed_eff / 2 - 1) < 1e-3

# Tuned closed cavity: energy share, mirror maxima and zero-point energy
closed = [high, low] * 10
grid_energy0, z, f, weight, steps = grid_mode(assemble(closed, length, closed), e0)
start = sum(d for _, d in closed)
inside = (z > start) & (z < start + length)
share = np.sum(weight[inside] * f[inside] ** 2)
assert abs(grid_energy0 / e0 - 1) < 1e-4
assert abs(share / (length / (length + 2 * pen_limit)) - 1) < 2e-3
interfaces = start + length + high[1] + np.arange(3) * (high[1] + low[1])
mirror_maxima = np.interp(interfaces, z, f ** 2) / max(f[inside] ** 2)
expected = (n_c / n_high) ** 2 * (n_low / n_high) ** (2 * np.arange(3))
assert np.allclose(mirror_maxima, expected, rtol=3e-3)


def zero_point_rms(f_squared, energy):
    """Root-mean-square field in V/angstrom from the atomic-unit formula."""
    au = np.sqrt(2 * np.pi * energy / HARTREE * f_squared * BOHR
                 / (area / BOHR ** 2))
    return au * HARTREE / BOHR


field_si = zero_point_rms(f ** 2, grid_energy0) * np.sign(f) * 1e10
omega_si = grid_energy0 * const.e / const.hbar
area_si = area * 1e-20
electric = const.epsilon_0 / 2 * area_si * np.sum(weight * 1e-10 * field_si ** 2)
slope = np.diff(np.concatenate(([0], field_si, [0]))) / (steps * 1e-10)
magnetic = area_si / (2 * const.mu_0) * np.sum(
    (slope / omega_si) ** 2 * steps * 1e-10)
assert abs(electric / magnetic - 1) < 1e-6
assert abs((electric + magnetic) / (const.hbar * omega_si / 2) - 1) < 1e-6
e_rms = zero_point_rms(f2_max, e0)
e_rms_bare = zero_point_rms(2 / (n_c ** 2 * length), e0)

# Longer spacer: the mirrors pull the resonance toward their centre
length_det = 1.05 * length
bare_det = np.pi * HBAR_C / (n_c * length_det)
pulled = (length_det * bare_det + 2 * pen * e0) / (length_det + 2 * pen)
res_det = phase_resonance(mirror, length_det, mirror)
cavity_det = assemble(mirror, length_det, mirror)
pole_det = complex_pole(cavity_det, res_det - 0.4j * gamma)
assert abs(pole_det.real - res_det) < 0.02 * gamma
assert transmission(cavity_det, res_det) > 0.999
assert abs(pulled - res_det) < 1e-3

# Long cavity: finesse from a true spacing between neighbouring modes
length_long = 40 * length
fsr_long = np.pi * HBAR_C / (n_c * (length_long + 2 * pen))
fsr_long_bare = np.pi * HBAR_C / (n_c * length_long)
cavity_long = assemble(mirror, length_long, mirror)
guess_width = 0.4j * fsr_long / finesse
pole_long = complex_pole(cavity_long, e0 - guess_width)
pole_next = complex_pole(cavity_long, e0 + fsr_long - guess_width)
spacing = pole_next.real - pole_long.real
width_long = -2 * pole_long.imag
assert abs(spacing / fsr_long - 1) < 5e-3
assert abs(spacing / fsr_long_bare - 1) > 0.03
assert abs(spacing / width_long / finesse - 1) < 1e-2

print(f"mirror centre energy: {e0:.3f} eV")
print(f"indices high, low, spacer, outside: {n_high}, {n_low}, {n_c}, {n_out}")
print(f"pairs per mirror, plus one high layer: {pairs}")
print(f"quantization area: {area:.1e} angstrom^2")
print(f"vacuum wavelength: {wavelength:.2f} angstrom")
print(f"high-index layer thickness: {high[1]:.2f} angstrom")
print(f"low-index layer thickness: {low[1]:.2f} angstrom")
print(f"half-wave spacer length: {length:.2f} angstrom")
print(f"stop-band half-width: {half_band:.4f} eV")
print(f"mirror surface admittance Y: {admittance:.2f}")
print(f"mirror reflectivity R: {refl:.6f}")
print(f"penetration depth, this mirror: {pen:.2f} angstrom")
print(f"penetration depth, infinite, high first: {pen_limit:.2f} angstrom")
print(f"penetration depth, infinite, low first: {pen_low:.2f} angstrom")
print(f"effective length: {l_eff:.2f} angstrom = {l_eff / BOHR:.1f} bohr")
print(f"effective over spacer length: {l_eff / length:.4f}")
print(f"local free spectral range: {fsr:.5f} eV")
print(f"finesse from R: {finesse:.2f}")
print(f"width from formula: {gamma:.4e} eV = {gamma / HARTREE:.4e} hartree")
print(f"width from transmission half maximum: {fwhm:.4e} eV")
print(f"width from complex pole: {-2 * pole.imag:.4e} eV")
print(f"quality factor: {e0 / fwhm:.1f}")
print(f"driven intensity enhancement: {enhancement:.2f}")
print(f"normalized antinode f^2, formula: {f2_max:.5e} 1/angstrom")
print(f"normalized antinode f^2, spectral: {f2_spectral:.5e} 1/angstrom")
print(f"closed cavity, energy share in spacer: {share:.4f}")
print("first three mirror maxima / spacer maximum: "
      + ", ".join(f"{x:.4f}" for x in mirror_maxima))
print(f"zero-point rms field: {e_rms:.4e} V/angstrom")
print(f"same field if penetration ignored: {e_rms_bare:.4e} V/angstrom")
print(f"unlike closed mirrors, phase resonance: {mixed_energy:.6f} eV")
print(f"unlike closed mirrors, grid resonance: {grid_energy:.6f} eV")
print(f"unlike closed mirrors, effective length: {mixed_eff:.2f} angstrom")
print(f"unlike closed mirrors, grid f^2: {mixed_f2:.5e} 1/angstrom")
print(f"unlike closed mirrors, formula f^2: "
      f"{2 / (n_c ** 2 * mixed_eff):.5e} 1/angstrom")
print(f"5% longer spacer, frozen-phase resonance: {bare_det:.5f} eV")
print(f"5% longer spacer, linear pulling formula: {pulled:.5f} eV")
print(f"5% longer spacer, phase resonance: {res_det:.5f} eV")
print(f"40 half-waves, spacing from poles: {spacing:.6f} eV")
print(f"40 half-waves, spacing from effective length: {fsr_long:.6f} eV")
print(f"40 half-waves, spacing from spacer alone: {fsr_long_bare:.6f} eV")
print(f"40 half-waves, width from pole: {width_long:.4e} eV")
print(f"40 half-waves, spacing over width: {spacing / width_long:.2f}")
print("all assertions hold")
```

Printed output:

```
mirror centre energy: 2.000 eV
indices high, low, spacer, outside: 2.2, 1.5, 1.6, 1.0
pairs per mirror, plus one high layer: 8
quantization area: 1.0e+08 angstrom^2
vacuum wavelength: 6199.21 angstrom
high-index layer thickness: 704.46 angstrom
low-index layer thickness: 1033.20 angstrom
half-wave spacer length: 1937.25 angstrom
stop-band half-width: 0.2423 eV
mirror surface admittance Y: 2218.95
mirror reflectivity R: 0.997120
penetration depth, this mirror: 2209.72 angstrom
penetration depth, infinite, high first: 2214.00 angstrom
penetration depth, infinite, low first: 2853.99 angstrom
effective length: 6356.69 angstrom = 12012.4 bohr
effective over spacer length: 3.2813
local free spectral range: 0.60952 eV
finesse from R: 1089.23
width from formula: 5.5959e-04 eV = 2.0564e-05 hartree
width from transmission half maximum: 5.5959e-04 eV
width from complex pole: 5.5959e-04 eV
quality factor: 3574.0
driven intensity enhancement: 866.78
normalized antinode f^2, formula: 1.22902e-04 1/angstrom
normalized antinode f^2, spectral: 1.22911e-04 1/angstrom
closed cavity, energy share in spacer: 0.3044
first three mirror maxima / spacer maximum: 0.5289, 0.2459, 0.1143
zero-point rms field: 1.4913e-05 V/angstrom
same field if penetration ignored: 2.7014e-05 V/angstrom
unlike closed mirrors, phase resonance: 1.962830 eV
unlike closed mirrors, grid resonance: 1.962799 eV
unlike closed mirrors, effective length: 7841.60 angstrom
unlike closed mirrors, grid f^2: 9.96248e-05 1/angstrom
unlike closed mirrors, formula f^2: 9.96289e-05 1/angstrom
5% longer spacer, frozen-phase resonance: 1.90476 eV
5% longer spacer, linear pulling formula: 1.96998 eV
5% longer spacer, phase resonance: 1.97004 eV
40 half-waves, spacing from poles: 0.047284 eV
40 half-waves, spacing from effective length: 0.047302 eV
40 half-waves, spacing from spacer alone: 0.050000 eV
40 half-waves, width from pole: 4.3427e-05 eV
40 half-waves, spacing over width: 1088.80
all assertions hold
```
